# Why is the current flat while a ferroelectric capacitor switches?

**Question**

I am stuck on an exercise about polarization switching. An ideal ferroelectric capacitor with a sharp coercive voltage is connected to a voltage source through 50 ohms. The source is stepped to 1 V above the coercive voltage, and 40 pC of charge is reversed. I have to show that the current has a plateau of 20 mA that lasts 2 ns.

I can get the numbers by dividing 1 V by 50 ohms and then 40 pC by the result, but I don't see why this is allowed. A capacitor charged through a resistor should give a decaying exponential, not a plateau. If the source is at 3 V, why isn't the current 3 V/50 ohms = 60 mA? And shouldn't the switching time be a property of the ferroelectric rather than of my resistor?

**Answer**

Your division is right, but it needs a reason: during reversal the film holds its own voltage fixed. The exponential you expect is also there, before and after the plateau, and the 60 mA appears at the first instant. Your last objection is a real one, and it leads to a condition on the film.

**Setting up the circuit**

Let $V$ be the voltage across the film and $I$ the current into its top plate. The source steps from 0 to $V_s$ at $t=0$, in a time short compared with everything below. Kirchhoff's voltage law gives

$$V_s = RI + V \quad\Rightarrow\quad I=\frac{V_s-V}{R}. \tag{1}$$

The charge on the plate has two parts. One is the linear dielectric charge $CV$. The other follows the switchable polarization $P$, which starts at $-P_r$ and ends at $+P_r$. For a film of area $A$, define the reversed charge as $q=A(P+P_r)$. It runs from 0 to

$$Q=A\,[P_r-(-P_r)]=2P_rA .$$

This $Q$ is the 40 pC of the exercise; $CV$ is not included in it. The current is the rate of change of the total plate charge:

$$I=C\frac{dV}{dt}+\frac{dq}{dt}. \tag{2}$$

"Ideal with a sharp coercive voltage" means two things. No polarization reverses while $V<V_c$. At $V_c$ the film reverses as fast as charge is supplied, so $V$ cannot rise above $V_c$ until all of $Q$ has been reversed.

For numbers I take rough values for a ferroelectric hafnia film: thickness 10 nm, $P_r=20$ uC/cm2, relative permittivity 30 and coercive field 2 MV/cm. The area is then

$$A=\frac{Q}{2P_r}=\frac{40\ \text{pC}}{40\ \text{uC/cm}^2}=10^{-6}\ \text{cm}^2,$$

a square of 10 um by 10 um. The coercive voltage is 2 MV/cm times 10 nm, or 2 V. With 1 V of overdrive, $V_s=3$ V. The linear capacitance is $C=\varepsilon_r\varepsilon_0A/d_f=2.66$ pF, where $d_f$ is the thickness, so $RC=0.133$ ns.

**Before reversal: your exponential**

While $V<V_c$, $dq/dt=0$. Equating (1) and (2) gives

$$C\frac{dV}{dt}=\frac{V_s-V}{R}\quad\Rightarrow\quad \frac{dV}{V_s-V}=\frac{dt}{RC}.$$

Integrating from $V=0$ at $t=0$,

$$-\ln\frac{V_s-V}{V_s}=\frac{t}{RC}\quad\Rightarrow\quad V=V_s\left(1-e^{-t/RC}\right),\qquad I=\frac{V_s}{R}e^{-t/RC}.$$

The current does start at 3 V/50 ohms = 60 mA, because the film voltage is still zero. It falls as the film charges. The coercive voltage is reached when $V_s-V=V_s-V_c$, at

$$t_1=RC\ln\frac{V_s}{V_s-V_c}=0.133\ \text{ns}\times\ln 3=0.146\ \text{ns}.$$

At that moment the current has dropped to $(V_s-V_c)/R$.

**During reversal: the plateau**

An ordinary capacitor would now charge on towards $V_s$. The ferroelectric does not. If $V$ tried to rise above $V_c$, the film would absorb the extra charge by reversing more polarization. If $V$ dipped below $V_c$, reversal would stop, and the current through the resistor would bring $V$ back up. So $V=V_c$ and $dV/dt=0$. Equation (2) loses its capacitive term, and (1) gives

$$\frac{dq}{dt}=I=\frac{V_s-V_c}{R}. \tag{3}$$

Everything on the right is constant, so the current is constant. The resistor sees only the difference between the source and the clamped film, which is why the overdrive enters and not the full 3 V:

$$I=\frac{1\ \text{V}}{50\ \Omega}=20\ \text{mA}.$$

Reversal ends when $q=Q$. Integrating (3) over its duration $T$,

$$Q=\int_0^T I\,dt'=\frac{V_s-V_c}{R}\,T\quad\Rightarrow\quad T=\frac{QR}{V_s-V_c}=\frac{40\ \text{pC}}{20\ \text{mA}}=2\ \text{ns}. \tag{4}$$

This is the result you were asked to show. $C$ has dropped out of both the height and the length of the plateau.

**After reversal: the exponential again**

With no polarization left to reverse, the film is a linear capacitor that starts at $V_c$. The equation for $V$ is the same as before reversal, so $V_s-V$ decays from $V_s-V_c$ with time constant $RC$:

$$I=\frac{V_s-V_c}{R}\,e^{-(t-t_1-T)/RC}.$$

One $RC$ after the plateau the current is 20 mA$/e$ = 7.4 mA.

The plateau stands out if it is much longer than the exponentials on either side:

$$\frac{T}{RC}=\frac{Q}{C(V_s-V_c)}\gg1 .$$

Here the ratio is 15. $R$ cancels from it, so a larger resistor stretches the whole pulse without making the plateau clearer. A much larger overdrive does blur it: once $C(V_s-V_c)$ is comparable with $Q$, the flat part is no longer than the tail. For this film that would take about 15 V of overdrive, far beyond breakdown; at $V_s=4$ V the ratio is still 7.5. In the opposite limit, $V_s\to V_c$ from above, the current tends to zero and $T$ grows without bound.

**Checking charge and energy**

The source delivers $CV_s=8$ pC of linear charge besides the 40 pC, 48 pC in all. If you integrate a measured pulse, you must therefore subtract the linear part. A second, identical pulse does this for you. Return the source to zero, let the film discharge, and step to 3 V again. In this model the polarization is already at $+P_r$, so the second pulse is a plain exponential carrying $CV_s$. The difference between the two integrated charges is $Q$.

During the plateau the source delivers the energy $V_sQ$. Splitting $V_s$ into its two voltage drops,

$$V_sQ=(V_s-V_c)Q+V_cQ,\qquad 120\ \text{pJ}=40\ \text{pJ}+80\ \text{pJ}.$$

The first term heats the resistor. The second is work done on the polarization. The states $-P_r$ and $+P_r$ at zero voltage are mirror images with equal stored energy, so none of this work is stored and all of it becomes heat in the film.

**Does the film or the circuit set the time?**

The ideal film has no speed of its own, and for that reason the circuit decides. To see when this is fair, give the film a finite speed. Suppose that above $V_c$

$$\frac{dq}{dt}=\frac{V-V_c}{r},$$

where $r$, in ohms, measures how reluctantly the polarization reverses. The ideal film is $r\to0$. Write $u=V-V_c$ for the excess voltage and $V_o=V_s-V_c$ for the overdrive. Then $V_s-V=V_o-u$, and (1) and (2) give

$$C\frac{du}{dt}=\frac{V_o-u}{R}-\frac{u}{r}=\frac{V_o}{R}-u\,\frac{R+r}{Rr}.$$

The steady value, where the right side vanishes, is $u_\infty=V_or/(R+r)$. Starting from $u=0$,

$$u=u_\infty\left(1-e^{-t'/\tau}\right),\qquad \tau=\frac{CRr}{R+r},$$

with $t'$ counted from the start of reversal. The film current $u/r$ therefore settles at

$$I_\infty=\frac{V_o}{R+r}.$$

The film acts as a second resistor in series with the first. For the duration, integrate the film current:

$$Q=I_\infty\int_0^T\left(1-e^{-t'/\tau}\right)dt'=I_\infty\left[T-\tau\left(1-e^{-T/\tau}\right)\right].$$

For $T\gg\tau$ the last exponential is negligible, and

$$T\simeq\frac{Q(R+r)}{V_o}+\tau .$$

With $r=5$ ohms the plateau is 1 V/55 ohms = 18.2 mA, and $T=2.20+0.01=2.21$ ns. With $r=50$ ohms it is 10 mA, and $T=4.00+0.07=4.07$ ns; the film then matters as much as the circuit. Step-by-step integration of the circuit equations gives the same currents and durations. With $r=0.01$ ohm, which is nearly ideal, it gives 20.00 mA and 2.000 ns. Doubling $R$ in that nearly ideal case gives 10 mA for 4 ns, while doubling $C$ leaves 20 mA and 2 ns.

So the statement "the circuit imposes the plateau" requires $r\ll R$. This depends on the size of the capacitor. At a given voltage the reversal current is proportional to area, so $r\propto1/A$. A film with $r=5$ ohms at 100 um2 would have $r=500$ ohms at 1 um2. With the same 50 ohm circuit, the small capacitor would be limited by the film and not by the resistor. The film's own contribution to the time, $Qr/V_o$, does not change with area, because $Q\propto A$. It is 0.2 ns in this example.

**If the coercive voltage is not sharp**

A film made of many grains need not have a single coercive voltage. Let the thresholds be spread uniformly from $V_c-d$ to $V_c+d$, with each part still switching sharply and all parts feeling the same $V$. As $V$ sweeps through this range,

$$q=Q\,\frac{V-V_c+d}{2d}\quad\Rightarrow\quad\frac{dq}{dt}=\frac{Q}{2d}\frac{dV}{dt}.$$

The reversing charge now behaves like an extra capacitance $Q/2d$:

$$\left(C+\frac{Q}{2d}\right)\frac{dV}{dt}=\frac{V_s-V}{R}.$$

Separating variables and integrating from $V_c-d$ to $V_c+d$ gives

$$T=R\left(C+\frac{Q}{2d}\right)\ln\frac{V_o+d}{V_o-d}.$$

This needs $d<V_o$; otherwise the hardest parts of the film never reach their threshold. For $d\ll V_o$ the logarithm is approximately $2d/V_o$, so $T\to RQ/V_o+2dRC/V_o$, which returns to (4) as $d\to0$.

Take $d=0.3$ V. The current at the start of reversal is 1.3 V/50 ohms = 26 mA, and at the end it is 0.7 V/50 ohms = 14 mA. The plateau has become a slope, yet its duration, 2.15 ns, is only 7% longer than the ideal 2 ns. For a spread small compared with the overdrive, the time is a much poorer test of sharpness than the shape of the current. As $d$ approaches $V_o$ the advantage fades: at $d=0.9$ V the current swings by 90% and the duration is 83% longer.

**If the threshold depends on speed**

Switching in a ferroelectric can also be described by the Merz law, in which the rate varies as $e^{-V_a/V}$ with an activation voltage $V_a$. There is then no true threshold. As a simple model, let the film current be independent of how much has already reversed, and fix it to $I_0=20$ mA at $V_c=2$ V:

$$I=I_0\exp\left[V_a\left(\frac1{V_c}-\frac1V\right)\right].$$

Differentiating, $dI/dV=IV_a/V^2$, so for small changes the film acts as a resistance

$$r_d=\frac{dV}{dI}=\frac{V^2}{V_aI}.$$

For an assumed $V_a=20$ V this is $4/(20\times0.02)=10$ ohms at the plateau. Since $dV_s=R\,dI+dV=(R+r_d)\,dI$, the current rises by 1/(60 ohms) = 16.7 mA per volt of source voltage, against 20 mA per volt for the sharp film.

For a large step, the film law and (1) must be solved together. At $V_s=4$ V the film sits at 2.13 V and the current is 37.3 mA, instead of the 40 mA of the sharp film. For this $V_a$ the clamp is soft but still a good one: an extra volt at the source raises the film voltage by only 0.13 V. A smaller $V_a$ weakens it. With $V_a=5$ V, $r_d$ is 40 ohms, comparable with $R$, and the same extra volt raises the film voltage by 0.44 V.

Solving the same law for the voltage shows what $V_c$ now means:

$$\frac1V=\frac1{V_c}+\frac1{V_a}\ln\frac{I_0}{I}.$$

A slower measurement has a smaller $I$ and so a smaller $V$. In this model the coercive voltage from a slow hysteresis loop is too low for a nanosecond pulse. The $V_c$ in (4) has to be the one that applies at the speed of the experiment.

**How this compares with a real device**

The thickness, polarization and permittivity above are typical of hafnia films in rough terms. The coercive field of 2 MV/cm is an assumed value, set above the roughly 1 MV/cm of slow loops because a fast pulse needs more. That the film can reverse in well under 2 ns near this field is also an assumption, as are the values of $r$ and $V_a$. Nucleation-limited switching in hafnia films at 2 to 3 MV/cm often takes tens to hundreds of nanoseconds. By $T\simeq Q(R+r)/V_o$, 20 ns corresponds to $r\approx450$ ohms and 100 ns to about 2500 ohms. In such a film $r\gg R$ even at this area, the film sets the time, and no 20 mA plateau appears. The area is that of a test capacitor; a memory cell is far smaller, and the scaling of $r$ then works against the circuit-limited picture. Real polycrystalline films also break the assumption of a single sharp threshold. For the assumed spread of 0.3 V, that changes the current by 30% of its plateau value at either end.

Other effects can be sized for the same numbers:

- **Inductance.** With an inductance $L$ in the loop and the film clamped, $L\,dI/dt+RI=V_o$, so the current settles to the plateau with time constant $L/R$. For an assumed 1 nH this is 20 ps, or 1% of $T$. The current can no longer jump to 60 mA at $t=0$; it has to rise from zero.
- **Electrode resistance.** A 30 nm electrode with an assumed resistivity of 100 uΩ cm has 33 ohms per square, comparable with $R$. It makes the film voltage vary across the plate, and it is not a fixed series resistor. For a square contacted along one edge, reversal starts at the contact and moves across, so the added resistance grows from 0 to 33 ohms. Even with a perfectly sharp film the current then slopes from 20 mA to about 12 mA and $T$ is about 2.7 ns, so a tilted plateau does not by itself show a spread of thresholds.
- **Heating.** The film volume is 1 um3, so 80 pJ is 80 J/cm3. With an assumed heat capacity of 2.7 J/(cm3 K), the mean temperature of the ideal film rises by 30 K if no heat escapes. A slower film takes a larger share of $V_sQ$, about 100 pJ (37 K) at $r=50$ ohms and up to 120 pJ (44 K) for $r\gg R$. Heat flow into the electrodes makes the real rise smaller.
- **Leakage.** A leakage current of 1% of the plateau, 0.2 mA, would need 200 A/cm2. Tunnelling through a triangular barrier of 2 eV, with a mass of 0.2 electron masses, is suppressed by a factor $e^{-28.8}$ at the final field. The standard Fowler–Nordheim expression then gives about $10^{-11}$ A. Leakage through defects is not in that estimate and can be much larger.
- **Breakdown.** After switching, the film carries the full 3 V, a field of 3 MV/cm. A rough breakdown field of 4 MV/cm would be reached with the source at 4 V. The overdrive would then be 2 V and, by (4), $T$ would be 1 ns. If the source stays on after reversal, raising it can therefore shorten $T$ on this film by a factor of about two at most. The limit comes from the tail and not from the plateau, where the ideal film sits at $V_c$ whatever the source voltage. A larger pulse that ends with the reversal would avoid it, but it would have to be cut off before the tail carries the film from $V_c$ to 4 V. That takes $RC\ln[(V_s-V_c)/(V_s-4\ \text{V})]$: 1.1 $RC$ at 5 V, 0.7 $RC$ at 6 V and only 0.3 $RC$, about 40 ps, at 10 V.

The main values are in the numerical output below.

## Values computed for the example and the checks

```
Reversing charge Q: 40.0 pC
Series resistance R: 50.0 ohm
Film thickness: 10.0 nm
Remanent polarization Pr: 20.0 uC/cm2
Relative permittivity: 30
Coercive field: 2.0 MV/cm
Area: 100.0 um2
Linear capacitance C: 2.656 pF
Coercive voltage Vc: 2.00 V; source Vs: 3.00 V; overdrive: 1.00 V
Time constant RC: 0.1328 ns
Initial spike Vs/R: 60.0 mA
Start of plateau, formula: 0.1459 ns
Start of plateau, simulated: 0.1459 ns
Plateau current, formula: 20.00 mA
Plateau current, simulated: 20.00 mA
Plateau duration, formula: 2.000 ns
Plateau duration, simulated: 2.000 ns
Current one RC after plateau, simulated: 7.36 mA
Ratio Q/(C*overdrive) = T/RC: 15.1
Linear charge C*Vs: 7.97 pC
Total charge of pulse, simulated: 47.97 pC
Plateau energy from source Vs*Q: 120.0 pJ
Plateau energy in resistor, simulated: 40.0 pJ
Energy dissipated in film, simulated: 80.0 pJ
R doubled, simulated: 10.00 mA for 4.001 ns
C doubled, simulated: 20.00 mA for 2.001 ns
Film r = 5 ohm, simulated: 18.18 mA for 2.212 ns
Film r = 50 ohm, simulated: 10.00 mA for 4.067 ns
Coercive spread: +/- 0.30 V
Tilted plateau: 26.0 to 14.0 mA in 2.146 ns
Merz activation voltage Va: 20.0 V
Merz differential film resistance at Vc: 10.0 ohm
Slope dI/dVs: Merz 16.67 mA/V, sharp 20.00 mA/V
Source at 4.0 V: Merz 37.3 mA, sharp 40.0 mA
Merz film voltage at that source voltage: 2.133 V
Assumed inductance: 1.0 nH; L/R: 20.0 ps
Final field: 3.0 MV/cm; rough breakdown: 4.0 MV/cm
Tunnel barrier: 2.0 eV; tunnelling mass: 0.20 electron masses
Tunnelling exponent: 28.8; tunnelling current: 1.1e-11 A
Leakage density equal to 1% of plateau: 200 A/cm2
Assumed heat capacity: 2.7 J/(cm3 K)
Adiabatic heating of film, upper bound: 30 K
```
